# Why the diffraction pitch limit is not a minimum linewidth

Q: My exposure tool has wavelength $\lambda=200$ nm and numerical aperture $\mathrm{NA}=0.8$. Even with the most favourable illumination, the finest grating it can image has a pitch of $\lambda/(2\,\mathrm{NA})=125$ nm. Half of that is line and half is space, so the narrowest line I can print is 62.5 nm. If someone asks for a 40 nm line, diffraction forbids it.

A: The first number is a limit on pitch. The step to linewidth assumes that a line must occupy half a period, and diffraction does not say that. Let us see what the pitch limit rests on. I shall use scalar light, thin masks that vary along $x$ alone, and a single exposure. The lens passes spatial frequencies $|f|\le f_c$, with $f_c=\mathrm{NA}/\lambda=0.004\ \mathrm{nm}^{-1}$. The source is a uniform line of mutually incoherent points, each sending a plane wave $e^{2\pi i s x}$ onto the mask, with $|s|\le\sigma f_c$ and $0<\sigma\le1$.

A grating of pitch $p$ has transmission $\sum_n c_n e^{2\pi i n x/p}$. Multiplied by the incident wave, it gives diffraction orders at the frequencies $s+n/p$. For $n\neq0$,

$$\left|s+\frac np\right|\ \ge\ \frac{|n|}{p}-|s|\ \ge\ \frac1p-\sigma f_c .$$

If $1/p>(1+\sigma)f_c$, the right-hand side exceeds $f_c$, and every order except $n=0$ is blocked. The image is then the constant $|c_0|^2$. The smallest pitch is therefore

$$p_{\min}=\frac{\lambda}{\mathrm{NA}(1+\sigma)} .$$

With $\sigma=1$ this is your 125 nm. For the source I shall use below, $\sigma=0.5$, it is 166.7 nm, with a half-pitch of 83.3 nm.

Q: And below that pitch more dose does not help?

A: No. Dose multiplies the intensity by a number, and a constant times a number is still a constant. The resist either stays everywhere or clears everywhere.

Q: Then consider a grating just above the limit. Surely its lines are half a pitch wide?

A: Let us calculate it. Take opaque bars at $|x|<p/4$ and clear spaces between them. The transmission is one minus the bar, so

$$c_n=\delta_{n0}-\frac1p\int_{-p/4}^{p/4}e^{-2\pi i n x/p}\,dx=\delta_{n0}-\frac{\sin(\pi n/2)}{\pi n}.$$

At $n=0$ the last fraction has the limit $1/2$. Hence $c_0=1/2$, $c_{\pm1}=-1/\pi$ and $c_{\pm2}=0$.

Suppose $f_c<1/p<(1+\sigma)f_c$. Order $+1$ passes if $s+1/p\le f_c$, which means $-\sigma f_c\le s\le-(1/p-f_c)$. This interval has length $(1+\sigma)f_c-1/p$. Order $-1$ passes for the mirror-image interval. The two do not overlap, because one lies at negative $s$ and the other at positive $s$. Third and higher orders are blocked, since $3/p-\sigma f_c>2f_c$. The share of the source that supplies a second beam is the combined length over the source length $2\sigma f_c$:

$$\phi=\frac{(1+\sigma)f_c-1/p}{\sigma f_c}.$$

Those source points give $|1/2-e^{\pm2\pi i x/p}/\pi|^2=1/4+1/\pi^2-(1/\pi)\cos(2\pi x/p)$, and the others give $1/4$. The average is

$$I(x)=\frac14+\frac{\phi}{\pi^2}-\frac{\phi}{\pi}\cos\frac{2\pi x}{p}.$$

As $p\to p_{\min}$ from above, $\phi\to0$ and the modulation fades out continuously.

Now a linewidth needs a resist. I take a positive resist with a sharp threshold: it stays where $D\,I(x)<t$, with $D$ the relative dose, $t=0.3$, and $I=1$ in a large clear area. At $p=200$ nm and $\sigma=0.5$,

$$\phi=\frac{0.006-0.005}{0.002}=0.5,\qquad I(x)=0.3007-0.1592\cos\frac{2\pi x}{p}.$$

For a line 40 nm wide the edge is at $x=20$ nm, where the cosine is $\cos36^\circ=0.809$ and $I=0.1719$. The dose that puts the edge there is $D=0.3/0.1719=1.745$. The lines are 40 nm wide, and their pitch is still 200 nm.

Q: So the dose changed the width but could not bring the lines closer together.

A: Yes. The pitch comes from the frequencies that reach the image. The width comes from the level at which the resist cuts that image. The resist pattern is a step function, one where $DI<t$ and zero elsewhere, so it has sharp edges although the image has none. The cut can be made close to the bottom of a broad dip, where the dip is narrow.

Q: Does the same hold for one line standing alone? There is no pitch to appeal to.

A: We need its image. Let an opaque line cover $|x|<a/2$ on a clear mask. The clear part transmits $e^{2\pi i s x}$, which passes the lens because $|s|\le f_c$. The blocked part has the spectrum

$$\int_{-a/2}^{a/2}e^{2\pi i(s-f)x}\,dx=\frac{\sin[\pi a(f-s)]}{\pi(f-s)} .$$

The lens keeps the part with $|f|\le f_c$, so the field and the intensity are

$$E_s(x)=e^{2\pi i s x}-\int_{-f_c}^{f_c}\frac{\sin[\pi a(f-s)]}{\pi(f-s)}\,e^{2\pi i f x}\,df,$$

$$I(x)=\frac{1}{2\sigma f_c}\int_{-\sigma f_c}^{\sigma f_c}|E_s(x)|^2\,ds .$$

Replacing $f$ by $-f$ in the integral shows that $E_{-s}(-x)=E_s(x)$. The source is symmetric, so $I(x)$ is even and $I'(0)=0$.

The case $s=0$ shows why the centre of a narrow line is not dark. The integrand is then even in $f$ apart from the exponential, so the exponential reduces to a cosine. With $\sin A\cos B=\tfrac12[\sin(A+B)+\sin(A-B)]$ and $\mathrm{Si}(u)=\int_0^u(\sin v/v)\,dv$,

$$E_0(x)=1-\frac1\pi\left\{\mathrm{Si}\!\left[2\pi f_c\left(\tfrac a2+x\right)\right]+\mathrm{Si}\!\left[2\pi f_c\left(\tfrac a2-x\right)\right]\right\}.$$

At the centre, $E_0(0)=1-(2/\pi)\,\mathrm{Si}(\pi a f_c)$. For a narrow line $\mathrm{Si}(u)\approx u$, and $E_0(0)\approx1-2af_c$: the lens cannot carry enough of the line's spectrum to cancel the clear field. A wider line can be dark at its centre: $E_0(0)=0$ when $\mathrm{Si}(\pi a f_c)=\pi/2$, which happens at $a=153$ nm for this lens.

For $a=100$ nm and $\sigma=0.5$, the minimum is $I_0=I(0)=0.0795$. From there the computed intensity rises steadily out to $x=90$ nm, and from 90 to 800 nm, as far as it was scanned, it stays above $t$.

Q: So I choose any edge position on that rising part and find a dose for it?

A: Yes. The edges of a line of full width $w$ satisfy

$$D\,I(w/2)=t,\qquad\text{so}\qquad D(w)=\frac{t}{I(w/2)} .$$

As $w$ decreases, $I(w/2)$ falls towards $I_0$ and the required dose rises towards

$$D_{\max}=\frac{t}{I_0}=\frac{0.3}{0.0795}=3.77 .$$

Beyond that dose the line is gone. Below it, the width shrinks continuously, with no step at 83.3 or 62.5 nm. Your 62.5 nm line needs $D=2.10$, and the forbidden 40 nm line needs $D=2.85$. Both come from the same 100 nm line on the mask.

Q: Then why not print 5 nm lines with a 200 nm wavelength? Something must stop me.

A: The tolerances do. Take the logarithm of the edge condition, $\ln D+\ln I(w/2)=\ln t$, and let three things change a little: the dose by $\delta D$, the intensity at a fixed position by $\delta I$, and the width by $\delta w$. Each edge moves by $\delta w/2$, so to first order

$$\frac{\delta D}{D}+\frac{\delta I}{I}+\frac{I'(w/2)}{I(w/2)}\,\frac{\delta w}{2}=0 .$$

Define the normalized image log-slope

$$\mathrm{NILS}=\frac{w\,I'(w/2)}{I(w/2)} .$$

The last term is then $(\mathrm{NILS}/2)(\delta w/w)$, and

$$\frac{\delta w}{w}=-\frac{2}{\mathrm{NILS}}\left(\frac{\delta D}{D}+\frac{\delta I}{I}\right).$$

The minus sign says that extra light narrows the line. If the width may vary by $\pm10\%$, the total range of $\delta w/w$ is 0.2, and the full dose window is $\Delta D/D\approx0.1\,\mathrm{NILS}$.

Q: How does the NILS behave when I trim the line?

A: Near the minimum, where $I'(0)=0$, write $I(x)\approx I_0+\tfrac12I''x^2$, with $I''$ the curvature at the centre. At the edge $x=w/2$,

$$I=I_0+\frac{I''w^2}{8},\qquad I'=\frac{I''w}{2} .$$

The first of these, set equal to $t/D$, gives the width, and the two together give the NILS:

$$w\approx\sqrt{\frac{8}{I''}\left(\frac tD-I_0\right)},\qquad \mathrm{NILS}\approx\frac{I''w^2/2}{I_0+I''w^2/8}\ \longrightarrow\ \frac{I''w^2}{2I_0}\quad(w\to0).$$

The latitude falls as the square of the width, provided $I_0>0$. The distance to complete loss of the line shrinks in the same way:

$$\frac{D_{\max}}{D}-1=\frac{I(w/2)}{I_0}-1\approx\frac{I''w^2}{8I_0}\approx\frac{\mathrm{NILS}}{4}.$$

For a 20 nm line, with $I''=1.289\times10^{-4}\ \mathrm{nm}^{-2}$, we have $I''w^2/8=0.00645$ and $I''w^2/2=0.0258$. The parabola gives $\mathrm{NILS}=0.0258/(0.0795+0.0064)=0.30$, in agreement with the full image. The margin before loss is $0.00645/0.0795=8.1\%$.

Q: And focus? I can control the dose rather well, but my wafers are not flat.

A: A focus error $z$ multiplies each plane wave of frequency $f$ by $\exp\{2\pi i z[\sqrt{1/\lambda^2-f^2}-1/\lambda]\}$. That changes the intensity at the edge, so it enters through $\delta I/I$ and is multiplied by the same $2/\mathrm{NILS}$, which exceeds one once the NILS is below 2.

Complex conjugation reverses the sign of $z$ and, after $f\to-f$, the sign of $s$. The symmetric source therefore gives the same image at $+z$ and $-z$, and the leading change is $\delta I\approx\beta z^2$. A 10% shrinkage requires $\delta I/I\approx0.05\,\mathrm{NILS}$. If $\beta>0$ at the centre, the defocus that causes it varies as $\sqrt{\mathrm{NILS}}$, which is proportional to $w$ for small widths.

Here is the same mask line at five doses. The last column is a defocus that shrinks the line by 10% at fixed dose.

| $w$ (nm) | $D$ | NILS | dose window (%) | defocus (nm) |
|---|---|---|---|---|
| 100 | 1.24 | 2.69 | 27.0 | 81 |
| 83.3 | 1.56 | 2.36 | 23.7 | 62 |
| 62.5 | 2.10 | 1.79 | 17.8 | 43 |
| 40 | 2.85 | 0.99 | 9.8 | 26 |
| 20 | 3.49 | 0.30 | 3.0 | 12.5 |

Q: From 100 to 20 nm the width falls by a factor of five. Your square law promises a factor of 25 in the dose window, and I see nine.

A: The square law belongs to the bottom of the dip. At $w=100$ nm its limiting form would give $\mathrm{NILS}=1.289\times10^{-4}\times10^4/(2\times0.0795)=8.1$, whereas the image gives 2.7, so that line is far outside the regime. Between 40 and 20 nm the window falls by a factor of 3.3, already near the limiting factor of 4. The defocus falls by about 2 over the same step, as the linear law suggests.

Q: So 62.5 nm has no special place in this table?

A: None. The latitude declines smoothly through it. With this 100 nm mask line, whether 40 nm is usable depends on whether your process can hold the dose within a full window of about 10% and the focus within about 26 nm, with both errors drawing on the same width budget. A 20 nm line leaves a 3% window, and an overdose of just over 8% removes it. The mask width was not optimised. A 140 nm mask line has a darker centre, $I_0=0.009$, and raises the NILS to 2.55 at 40 nm and 1.12 at 20 nm. The price is doses of about 13 and 24, and a tolerated defocus of only 21 and 10 nm.

Q: You insisted on $I_0>0$. What if the centre is perfectly dark?

A: Then the statement about dose latitude changes. Replace the opaque line by a phase step: the mask transmits $-1$ for $x<0$ and $+1$ for $x>0$, lit by the single wave $s=0$. Since $\int_0^\infty(\sin kf/f)\,df=\pi/2$ for $k>0$, and the integral is odd in $k$, the transmission is

$$\mathrm{sgn}(x)=\frac2\pi\int_0^\infty\frac{\sin(2\pi f x)}{f}\,df .$$

The lens cuts the integral at $f_c$, which leaves $E(x)=(2/\pi)\,\mathrm{Si}(2\pi f_c x)$. Close to the step $E\approx4f_cx$, and

$$I\approx16f_c^2x^2,\qquad \mathrm{NILS}=w\,\frac{I'}{I}=2x\cdot\frac2x=4 .$$

The edge condition $16Df_c^2(w/2)^2=t$ gives $w=\sqrt{t/D}/(2f_c)$. The width follows $D^{-1/2}$, no finite dose removes the line, and the relative dose latitude stays constant as the line narrows.

Q: Then with a phase step I can have a line as narrow as I like at no cost?

A: Only in this ideal case. For a tilted wave, $s\neq0$, the spectrum of the step is proportional to $1/(f-s)$. Its integral over $|f|\le f_c$, which gives the field at $x=0$, cancels only when $s=0$. A source of finite width therefore leaves some light at the centre, and stray light does the same. To see the effect, keep the single wave and add a uniform background $b$. The slope is unchanged and the intensity becomes $I+b$, so

$$\mathrm{NILS}\approx\frac{4I}{I+b}\ \longrightarrow\ \frac{16f_c^2w^2}{b}\quad(w\to0),$$

where I used $I=4f_c^2w^2$ at the edge. The square law is back. With $b=0.02$, a 20 nm line has $I=4\times(0.004)^2\times400=0.0256$ and $\mathrm{NILS}\approx4\times0.0256/0.0456=2.2$. A 10 nm line has $I=0.0064$ and $\mathrm{NILS}\approx0.97$. Without the background both values are close to 4, as the numerical output shows.

Q: Could I now fill the wafer with 40 nm lines at 80 nm pitch, since 40 nm lines are allowed?

A: Not in one exposure with this lens. The pitch of 80 nm is below 125 nm, so for any $\sigma\le1$ the image of that grating is uniform and there is no dip to cut. The 40 nm line exists because it has room around it.

Q: Then I should say that, in a single exposure, diffraction limits how close repeated lines can be, and that my tolerances limit how thin one line can be.

A: Yes, with the image deciding how fast those tolerances tighten, and with "repeated" meaning an extended grating. An isolated pair can be closer: an 85 nm bar that transmits $-1$ on a clear mask, lit by the single wave $s=0$, gives two dark zeros less than 100 nm apart, and they print as separate lines for $D>3.9$. The numbers above are also optimistic in one respect: a sharp threshold leaves out the blur from diffusion in the resist and the randomness of exposure and development. A real 20 nm line must survive those too, with little NILS to protect it. The NILS of 0.30 for that line belongs to scalar light and a thin mask. At $\mathrm{NA}=0.8$, light polarized across the line lowers it to 0.17 for an image formed in air and to 0.24 in a medium of index 1.7. The thickness of the mask also changes the image, so a real tool needs its own table.

## Table of computed values

```
wavelength = 200 nm
numerical aperture = 0.8 (dimensionless)
source filling sigma = 0.5 (dimensionless)
mask line width = 100 nm
resist threshold = 0.3 (clear field at dose 1)
pitch limit, this source = 166.67 nm
half-pitch limit, this source = 83.33 nm
smallest pitch limit, sigma 1 = 125.0 nm
smallest half-pitch limit, sigma 1 = 62.5 nm
grating contrast at 160 nm pitch = 0.0000
grating contrast at 200 nm pitch = 0.5294
dose for 40 nm lines at 200 nm pitch = 1.745 (relative)
pitch measured after trimming = 200.0 nm
isolated image minimum = 0.07953 (clear field 1)
image curvature at minimum = 1.2893e-04 nm^-2
dose at which isolated line is lost = 3.772 (relative)
Isolated line: width nm | relative dose | NILS |
  dose window % | margin before loss % | defocus nm
  (window: +/-10% width; defocus: 10% shrinkage)
  100.00 | 1.236 | 2.688 | 27.00 | 205.25 | 81.1
   83.33 | 1.556 | 2.361 | 23.66 | 142.40 | 61.9
   62.50 | 2.098 | 1.786 | 17.84 | 79.83 | 42.8
   40.00 | 2.846 | 0.986 | 9.83 | 32.55 | 25.8
   20.00 | 3.489 | 0.301 | 3.00 | 8.11 | 12.5
dose-window ratio, 100 nm to 20 nm = 9.0
phase-edge background = 0.02 (clear field 1)
phase edge 20 nm, no background: NILS = 3.972
phase edge 20 nm, with background: NILS = 2.223
phase edge 10 nm, no background: NILS = 3.993
phase edge 10 nm, with background: NILS = 0.967
```
